# How oxidant pressure enters the linear-parabolic law of thermal oxidation: a numerical check

```python
"""
Result under test: planar oxidation obeys x^2 + A x = B (t + tau), with
  A = 2 D (1/k + 1/h),  B = 2 D H p / N,  tau = (x0^2 + A x0) / B,
so B and B/A are proportional to oxidant pressure p and A is independent of p.
Symbols: x oxide thickness, x0 its initial value, t time, D diffusivity,
k first-order interface rate constant, h gas-film coefficient referred to
concentration in the oxide, H Henry constant (dissolved concentration per
pressure), N oxidant molecules consumed per volume of oxide.
The independent road is a time-dependent diffusion equation with a moving
interface, which does not assume a uniform flux through the oxide.
Internal units: nm, s, cm^-3 for concentrations, Torr for pressure.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

# Rough round parameters, regime of steam oxidation of silicon near 1000 C
temperature = 1273.0          # K
diffusivity = 6.0e4           # nm^2/s
rate_constant = 600.0         # nm/s
henry = 4.0e16                # cm^-3 per Torr
consumed_density = 4.4e22     # cm^-3
gas_film_speed = 1.0          # cm/s, acts on gas concentration
initial_thickness = 20.0      # nm
pressures = [150.0, 300.0, 600.0]   # Torr
minute = 60.0

gas_density_per_torr = constants.torr / (constants.k * temperature) * 1e-6


def film_coefficient(gas_speed_cm_s):
    """Gas-film coefficient referred to dissolved concentration, nm/s."""
    return gas_speed_cm_s * 1e7 * gas_density_per_torr / henry


film = film_coefficient(gas_film_speed)


def coefficient_a(h):
    return 2 * diffusivity * (1 / rate_constant + 1 / h)


def coefficient_b(p):
    return 2 * diffusivity * henry * p / consumed_density


def thickness_formula(p, t, h):
    a, b = coefficient_a(h), coefficient_b(p)
    tau = (initial_thickness**2 + a * initial_thickness) / b
    return -a / 2 + np.sqrt(a**2 / 4 + b * (t + tau))


# Symbolic solution of the three flux balances, starting from gas pressures
D, k, hg, H, N, p_, x_, kT = sp.symbols("D k hg H N p x kT", positive=True)
ps, ci, flux = sp.symbols("ps ci flux")
solution = sp.solve(
    [flux - hg * (p_ - ps) / kT,
     flux - D * (H * ps - ci) / x_,
     flux - k * ci], [ps, ci, flux], dict=True)[0]
h_sym = hg / (H * kT)
a_sym = 2 * D * (1 / k + 1 / h_sym)
b_sym = 2 * D * H * p_ / N
assert sp.simplify((2 * x_ + a_sym) * solution[flux] / N - b_sym) == 0

# Moving-interface diffusion by finite volumes on the scaled depth y/x
cells = 20
faces = (np.arange(cells) + 0.5) / cells
widths = np.full(cells + 1, 1.0 / cells)
widths[[0, -1]] *= 0.5


def simulate(p, h, times):
    """Return thickness and interface concentration relative to H p."""
    loading = henry * p / consumed_density

    def rhs(_, state):
        c, x = state[:-1], state[-1]
        speed = rate_constant * c[-1] * loading
        inner = (-diffusivity * np.diff(c) * cells / x
                 - faces * speed * 0.5 * (c[1:] + c[:-1]))
        flow = np.concatenate(([h * (1 - c[0])], inner,
                               [rate_constant * c[-1]]))
        dc = (flow[:-1] - flow[1:]) / (x * widths) - c * speed / x
        return np.append(dc, speed)

    start = np.append(np.zeros(cells + 1), initial_thickness)
    tolerance = np.append(np.full(cells + 1, 1e-10), 1e-7)
    run = solve_ivp(rhs, (0, times[-1]), start, method="BDF",
                    t_eval=times, rtol=1e-8, atol=tolerance)
    assert run.success
    return run.y[-1], run.y[-2]


def fit_coefficients(times, x):
    """Fit t = x^2/B + (A/B) x + constant to a simulated history."""
    design = np.column_stack([x**2, x, np.ones_like(x)])
    q = np.linalg.lstsq(design, times, rcond=None)[0]
    return q[1] / q[0], 1 / q[0]


# Tolerances allow for the stored oxidant, of relative size H p / N < 1e-3
times = np.arange(1.0, 241.0) * minute
history, fitted = {}, {}
for p in pressures:
    x, c_interface = simulate(p, film, times)
    history[p] = x
    fitted[p] = fit_coefficients(times, x)
    assert abs(fitted[p][0] / coefficient_a(film) - 1) < 3e-3
    assert abs(fitted[p][1] / coefficient_b(p) - 1) < 2e-3
    assert np.max(abs(x / thickness_formula(p, times, film) - 1)) < 1e-3
    expected = 1 / (1 + rate_constant / film
                    + rate_constant * x / diffusivity)
    assert np.max(abs(c_interface / expected - 1)) < 2e-3
low, high = pressures[0], pressures[-1]
ratio_p = high / low
ratio_b = fitted[high][1] / fitted[low][1]
ratio_linear = ratio_b * fitted[low][0] / fitted[high][0]
assert abs(ratio_b / ratio_p - 1) < 2e-3
assert abs(ratio_linear / ratio_p - 1) < 4e-3

# A deliberately slow gas film must enter A and still leave it fixed
slow_film = 2 * rate_constant
slow_fit = []
for p in (low, high):
    x, _ = simulate(p, slow_film, times)
    slow_fit.append(fit_coefficients(times, x)[0])
    assert abs(slow_fit[-1] / coefficient_a(slow_film) - 1) < 3e-3

# Equal products of pressure and time give equal thickness
x_fast, x_slow = history[high][59], history[low][239]
assert abs(x_fast / x_slow - 1) < 1e-3

# Local pressure exponent of thickness at fixed time
hour = np.array([60 * minute])
x_up = simulate(high * 1.05, film, hour)[0][0]
x_down = simulate(high * 0.95, film, hour)[0][0]
exponent_simulated = np.log(x_up / x_down) / np.log(1.05 / 0.95)
a = coefficient_a(film)
x_hour = thickness_formula(high, hour[0], film)
start_term = initial_thickness**2 + a * initial_thickness
exponent = (x_hour**2 + a * x_hour - start_term) / (x_hour * (2 * x_hour + a))
assert abs(exponent_simulated - exponent) < 2e-3

# Stored oxidant: exact moving-boundary solution in the diffusion limit
loading = henry * high / consumed_density
root = brentq(lambda z: np.sqrt(np.pi) * z * np.exp(z * z) * erf(z) - loading,
              1e-6, 1.0, xtol=1e-15)
storage_error = 1 - 4 * root**2 * diffusivity / coefficient_b(high)
assert abs(storage_error - loading / 3) < 0.01 * loading

# Reaction of order m, matched to the first-order rate at the top pressure
order = 0.8


def growth_speed(p, x):
    drive = p / high
    u = brentq(lambda c: diffusivity * (drive - c) / x
               - rate_constant * c**order, 0.0, drive, xtol=1e-15)
    return loading * rate_constant * u**order


def apparent_a(p):
    thin, thick = 1e-4, 1e7
    return 2 * thick * growth_speed(p, thick) / growth_speed(p, thin)


order_a = [apparent_a(low), apparent_a(high)]
assert abs(order_a[1] / order_a[0] / ratio_p**(1 - order) - 1) < 1e-4

# Temperature error, with rough activation energies
energy_b, energy_linear, temperature_error = 0.8, 2.0, 5.0
k_ev = constants.k / constants.e
shift = (1 / temperature - 1 / (temperature + temperature_error)) / k_ev
factor_b, factor_linear = np.exp(energy_b * shift), np.exp(energy_linear * shift)

print(f"Temperature: {temperature:.0f} K; initial oxide: {initial_thickness:.0f} nm")
print(f"D: {diffusivity:.3g} nm^2/s; k: {rate_constant:.0f} nm/s")
print(f"H: {henry:.2e} cm^-3/Torr; N: {consumed_density:.2e} cm^-3")
print(f"Gas-film speed h_g: {gas_film_speed:.1f} cm/s")
print(f"Gas density per pressure: {gas_density_per_torr:.3e} cm^-3/Torr")
print(f"Film coefficient h: {film:.3e} nm/s; k/h: {rate_constant/film:.2e}")
print(f"A without film: {2*diffusivity/rate_constant:.2f} nm; with film: {a:.2f} nm")
for p in pressures:
    b = coefficient_b(p)
    print(f"p = {p:.0f} Torr: C* = {henry*p:.2e} cm^-3")
    print(f"  B = {b*minute:.1f} nm^2/min; B/A = {b/a*minute:.3f} nm/min")
    print(f"  fitted A = {fitted[p][0]:.2f} nm; B = {fitted[p][1]*minute:.1f} nm^2/min")
    print(f"  tau = {start_term/b/minute:.3f} min")
    print(f"  x at 60 min: formula {thickness_formula(p, hour[0], film):.2f} nm,"
          f" simulated {history[p][59]:.2f} nm")
    print(f"  time to 300 nm = {(300**2 + a*300 - start_term)/b/minute:.2f} min")
print(f"B at {high:.0f} Torr: {coefficient_b(high)*3600*1e-6:.4f} um^2/h")
print(f"Fitted ratios {high:.0f}/{low:.0f} Torr: B {ratio_b:.4f}, B/A {ratio_linear:.4f}")
print(f"Slow film h = {slow_film:.0f} nm/s: A formula {coefficient_a(slow_film):.2f} nm")
print(f"  fitted A: {slow_fit[0]:.2f} nm (low p), {slow_fit[1]:.2f} nm (high p)")
print(f"Simulated x: {x_fast:.2f} nm ({high:.0f} Torr, 60 min),"
      f" {x_slow:.2f} nm ({low:.0f} Torr, 240 min)")
print(f"Pressure exponent at {high:.0f} Torr, 60 min: formula {exponent:.4f},"
      f" simulated {exponent_simulated:.4f}")
print(f"C_i/C* at {high:.0f} Torr, 60 min:"
      f" {1/(1 + rate_constant/film + rate_constant*x_hour/diffusivity):.4f}")
print(f"Storage: C*/N = {loading:.2e}; B overestimated by {100*storage_error:.4f} %")
print(f"A if h_g falls tenfold: {coefficient_a(film_coefficient(gas_film_speed/10)):.2f} nm")
print(f"Order {order}: apparent A {order_a[0]:.1f} nm ({low:.0f} Torr),"
      f" {order_a[1]:.1f} nm ({high:.0f} Torr)")
print(f"Square-root solubility matched at {high:.0f} Torr:"
      f" B at {low:.0f} Torr = {coefficient_b(high)*minute*np.sqrt(low/high):.1f} nm^2/min")
print(f"Activation energies: B {energy_b} eV, B/A {energy_linear} eV")
print(f"{temperature_error:.0f} K hotter: B {100*(factor_b-1):+.2f} %,"
      f" B/A {100*(factor_linear-1):+.2f} %, A {100*(factor_b/factor_linear-1):+.2f} %")
print("all tests passed")
```

Printed output:

```
Temperature: 1273 K; initial oxide: 20 nm
D: 6e+04 nm^2/s; k: 600 nm/s
H: 4.00e+16 cm^-3/Torr; N: 4.40e+22 cm^-3
Gas-film speed h_g: 1.0 cm/s
Gas density per pressure: 7.586e+15 cm^-3/Torr
Film coefficient h: 1.896e+06 nm/s; k/h: 3.16e-04
A without film: 200.00 nm; with film: 200.06 nm
p = 150 Torr: C* = 6.00e+18 cm^-3
  B = 981.8 nm^2/min; B/A = 4.908 nm/min
  fitted A = 200.06 nm; B = 981.8 nm^2/min
  tau = 4.483 min
  x at 60 min: formula 170.74 nm, simulated 170.73 nm
  time to 300 nm = 148.31 min
p = 300 Torr: C* = 1.20e+19 cm^-3
  B = 1963.6 nm^2/min; B/A = 9.815 nm/min
  fitted A = 200.06 nm; B = 1963.5 nm^2/min
  tau = 2.241 min
  x at 60 min: formula 263.60 nm, simulated 263.58 nm
  time to 300 nm = 74.16 min
p = 600 Torr: C* = 2.40e+19 cm^-3
  B = 3927.3 nm^2/min; B/A = 19.630 nm/min
  fitted A = 200.06 nm; B = 3926.5 nm^2/min
  tau = 1.121 min
  x at 60 min: formula 400.01 nm, simulated 399.97 nm
  time to 300 nm = 37.08 min
B at 600 Torr: 0.2356 um^2/h
Fitted ratios 600/150 Torr: B 3.9995, B/A 3.9995
Slow film h = 1200 nm/s: A formula 300.00 nm
  fitted A: 300.00 nm (low p), 299.99 nm (high p)
Simulated x: 399.97 nm (600 Torr, 60 min), 400.00 nm (150 Torr, 240 min)
Pressure exponent at 600 Torr, 60 min: formula 0.5890, simulated 0.5890
C_i/C* at 600 Torr, 60 min: 0.2000
Storage: C*/N = 5.45e-04; B overestimated by 0.0182 %
A if h_g falls tenfold: 200.63 nm
Order 0.8: apparent A 151.6 nm (150 Torr), 200.0 nm (600 Torr)
Square-root solubility matched at 600 Torr: B at 150 Torr = 1963.6 nm^2/min
Activation energies: B 0.8 eV, B/A 2.0 eV
5 K hotter: B +2.89 %, B/A +7.39 %, A -4.19 %
all tests passed
```
